# Stable and unstable charging of an insulator at unit electron yield, part 2

An insulating plate of thickness $d$ on a grounded backing faces a collector at potential $V_c$ across a vacuum gap $D$. A monoenergetic electron beam passes through the collector and charges the plate. The question is which surface potentials $V$, measured from ground, are stable.

With $e>0$, electrons of gun energy $E_0$ land with energy $E=E_0+eV$. The incident current density has magnitude $J$. For surface charge $Q$ per area,

$$Q=CV-C_gV_c,\qquad V=\frac{Q+C_gV_c}{C},$$

where $C_g=\varepsilon_0/D$ and $C=\varepsilon_r\varepsilon_0/d+C_g$. The total yield is $\sigma=\eta+\delta(E)$, with backscattered fraction $\eta$ and secondary yield $\delta$. With full collection and no leakage,

$$C\frac{dV}{dt}=J(\sigma-1),\qquad k=\frac{eJ\sigma'(E_*)}{C}.$$

Here $k$ is the rate for small displacements from a crossover $E_*$, where $\sigma=1$. The yield exceeds one only between $E_1$ (unstable) and $E_2$ (stable), which correspond to

$$V_1=\frac{E_1-E_0}{e},\qquad V_2=\frac{E_2-E_0}{e}.$$

Below $E_1$ the surface runs to the cutoff $V=-E_0/e$, where the beam turns back.

The emission model has range power $n$ and maximum $\delta_m$ at $E_m$:

$$\delta=\delta_m\left(\frac{E}{E_m}\right)^{1-n}\frac{1-e^{-y}}{1-e^{-z}},\qquad y=z\left(\frac{E}{E_m}\right)^n .$$

Its logarithmic slope $d\ln\delta/d\ln E$ falls steadily from $1$ to $1-n$.

The example is a carrier wafer with $d=0.50$ mm, $D=20$ mm, $\varepsilon_r=4.0$, $J=10$ nA/cm², $\delta_m=2.5$, $E_m=400$ eV, $\eta=0.15$ and $n=5/3$. These give $z=1.619$, $C=7.13$ pF/cm², $E_1=70.4$ eV and $E_2=2810$ eV. The slopes $\sigma'$ are $1.12\times10^{-2}$ per eV at $E_1$ and $-2.02\times10^{-4}$ per eV at $E_2$. The rates $k$ are $15.7$ s⁻¹ (growth time 64 ms) and $-0.283$ s⁻¹ (relaxation time 3.5 s). Electron counts with random emission, listed in the final table, tested the linear law near both crossovers.

**Q.** Now the wafer. Where does it go if I start with no charge and use a 3300 eV beam?

**A.** Ground the collector. The electrons first land at 3300 eV, above $E_2$, so the surface charges negatively. It settles at

$$V_2=\frac{E_2-E_0}{e}=2810-3300=-490\ \text{V}.$$

The surface has slowed the beam to the energy at which the yield is one. The first crossover for this gun lies at $-3230$ V. Integrations started at landing energies of 5 and 50 eV, and 1 eV below $E_1$, ended at the cutoff. Those started 1 eV above $E_1$, and at 500, 2000 and 3200 eV, ended at $E_2$.

**Q.** Does it take the 3.5 s you gave?

**A.** That is the time constant for small displacements. For the whole path, separate the variables in the charging law:

$$t=\frac CJ\int_0^{V}\frac{dV'}{\sigma(E_0+eV')-1}.$$

Both $dV'$ and the denominator are negative, so $t$ is positive. Reaching 90 percent of the final potential takes 8.6 s. A purely exponential approach would need $3.53\ln10=8.1$ s.

The difference comes from the curvature. Above $E_2$ the secondary yield is practically proportional to $E^{-2/3}$, which is a convex function and lies above its tangent at $E_2$. The deficit $1-\sigma$ is therefore smaller than the linear law supposes, and charging is slower.

**Q.** I would like to see the instability on one and the same gun.

**A.** Use an 80 eV beam with the collector still grounded. The first crossover is at $V_1=70.4-80=-9.6$ V. Precharge one wafer to $-5$ V and another to $-15$ V. The first receives electrons at 75 eV, emits more than it receives, and rises. The second receives them at 65 eV and falls to $-80$ V in 0.16 s, where the beam is turned back. The two starts differ by 10 V and the final potentials by about 80 V.

**Q.** About 80 V? The first wafer should have gone on to the second crossover, at $2810-80=+2730$ V.

**A.** It stopped at $+0.24$ V. The earlier result assumed that all emitted electrons are collected. Once the surface is more positive than the collector, slow secondaries are pulled back. The claim that the second crossover is a stable steady state therefore needs a condition: the collector must be more positive than $V_2$.

**Q.** Why does it stop so close to the collector potential? Derive it.

**A.** Let $U=e(V-V_c)>0$ be the barrier. A secondary emitted with energy $w$ at angle $\theta$ from the normal crosses a planar barrier if the energy of its normal motion is sufficient, $w\cos^2\theta>U$. I assume cosine-law emission, for which $c=\cos\theta$ has the probability density $2c$ between 0 and 1. For $w>U$ the escaping fraction is

$$\int_{\sqrt{U/w}}^1 2c\,dc=1-\frac Uw .$$

Take the energy distribution $w\,e^{-w/T}/T^2$, where $T$ is an energy of about 2 eV, again a rough value. Averaging over energy and substituting $s=w-U$ gives

$$f=\int_U^\infty\frac{w-U}{T^2}e^{-w/T}dw
=e^{-U/T}\int_0^\infty\frac{s}{T^2}e^{-s/T}ds=e^{-U/T}.$$

The last integral equals one. Backscattered electrons are taken to be energetic enough to escape, and secondaries that are pulled back are taken to be absorbed. The steady condition is then $\eta+\delta f=1$, and taking the logarithm gives

$$e(V-V_c)=T\ln\frac{\delta(E)}{1-\eta}.$$

With the yield curve used here the logarithm is at most $\ln(2.5/0.85)=1.08$, so the surface locks at most about 2 V above the collector. This offset scales with the rough value of $T$, and it also depends on the tail of the assumed spectrum. A distribution proportional to $w/(w+6\ \text{eV})^4$, cut off at 50 eV, also peaks at 2 eV but has more fast secondaries, and it raises this bound to about 4 V. Contact potential differences between the materials, which can be of the order of 1 V, are left out and would shift it in a measurement.

**Q.** Is this new state stable, and is there just one?

**A.** Suppose that electrons landing on a surface at the collector potential have an energy between $E_1$ and $E_2$. Define, for $V\ge V_c$,

$$F(V)=\ln\frac{\delta(E_0+eV)}{1-\eta}-\frac{e(V-V_c)}{T}.$$

The net charging rate has the sign of $F$, because $F>0$ means $\delta f>1-\eta$. At $V=V_c$ we have $\sigma>1$, so $F>0$. Its derivative is

$$\frac{dF}{dV}=e\left(\frac{d\ln\delta}{dE}-\frac1T\right).$$

The logarithmic slope of the emission model is less than one, so $d\ln\delta/dE<1/E$. For $E>T$ this is less than $1/T$, and $F$ falls steadily. The logarithm is bounded above while the last term decreases without limit, so $F$ passes through zero once, from positive to negative. The lock is unique and stable. It replaces the second crossover, where $\delta=1-\eta$ but $f<1$, so that the surface would charge negatively.

**Q.** Show me that the collector really decides between these two states.

**A.** Keep the gun at 1500 eV and change the collector. With $V_c=0$ the landing energy is close to 1500 eV, where the exponential $e^{-y}$ is negligible and

$$\delta=2.5\,\frac{(1500/400)^{-2/3}}{1-e^{-1.619}}=1.292 .$$

The lock is at $2\ln(1.292/0.85)=0.84$ V, which agrees with the time integration.

With $V_c=+2000$ V, an uncharged surface starts at $C_gV_c/C=12$ V by capacitive coupling. It then rises to $2810-1500=1310$ V, the second crossover. The gun and the wafer are the same in both cases.

**Q.** And what if the collector is too negative even for the first crossover?

**A.** Then the first crossover is not a steady state either. With a 60 eV gun and a grounded collector, $V_1$ would be $+10.4$ V, above the collector. At $V=V_c=0$ the yield is already below one, so $F<0$, and $F$ decreases further as $V$ rises. The surface loses potential throughout and ends at $-60$ V. From an uncharged start this takes 0.12 s.

**Q.** No insulator is perfect. Could leakage upset your stability argument?

**A.** It can. Let $G$ be the leakage conductance per area to the backing. The leakage current $GV$ removes positive charge from a positive surface, so

$$C\frac{dV}{dt}=J(\sigma-1)-GV .$$

Linearizing about a steady potential gives the rate

$$k_G=\frac{eJ\sigma'(E)-G}{C},$$

with the slope taken at the steady state, which leakage may have moved. At the second crossover both terms are stabilizing, as long as leakage leaves the steady state on the falling side of the yield curve. At the first they compete.

The simplest case is $E_0=E_1$ with a positive collector. The crossover is then at $V=0$, where no leakage current flows and the steady state is not moved. It becomes stable against small displacements if $G>eJ\sigma'(E_1)$. For the wafer this threshold is $1.12\times10^{-10}$ S/cm². With $G=1/(\rho d)$, where $\rho$ is the resistivity,

$$\rho<\frac{1}{(1.12\times10^{-10}\ \text{S/cm}^2)(0.05\ \text{cm})}=1.8\times10^{11}\ \Omega\,\text{cm}.$$

In the time integration, a displacement of 0.01 V grew when the leak was 20 percent below the threshold and decayed when it was 20 percent above. Just past the threshold an unstable state still exists, but it has moved to a lower landing energy, about 55 eV at $1.75\times10^{11}$ Ω cm. It disappears only below about $1.66\times10^{11}$ Ω cm, where $GE_0/e$ exceeds $(1-\eta)J$. Instability at the first crossover is thus a statement about sufficiently good insulators at a given current and gun energy.

The threshold above belongs to $E_0=E_1$. At a gun energy well above $E_1$, the potential $V_1$ is far from ground, and leakage matters sooner. To hold the surface at the cutoff, the beam must replace the leakage current $GE_0/e$, but electrons landing with almost no energy supply at most $(1-\eta)J$. If the leak is larger, the surface cannot stay at the cutoff, and for this wafer the unstable state that separates the two fates disappears as well. With the 3300 eV gun, keeping that state requires

$$\rho>\frac{3300\ \text{V}}{0.85\,(10^{-8}\ \text{A/cm}^2)(0.05\ \text{cm})}=7.8\times10^{12}\ \Omega\,\text{cm}.$$

This number relies on a backscattered fraction of 0.15 down to zero landing energy. Very slow electrons may be reflected more strongly. If the fraction rose to 0.5 or 0.9 at zero energy over a scale of 10 eV, the limit would be 1.1 or $1.3\times10^{13}$ Ω cm. For a rough resistivity of $10^{16}$ Ω cm, the 3300 eV case moves by 0.5 V, towards less negative potential. At lower resistivity the shift is large: the stable potential is about $-445$ V at $10^{14}$ Ω cm and about $-240$ V at $10^{13}$ Ω cm.

**Q.** You placed all the charge at the surface. Electrons of nearly 3 keV must go deeper.

**A.** Let a charge sheet $q$ lie at depth $x$, with the collector grounded. Write $\varepsilon=\varepsilon_r\varepsilon_0$, and let $\phi_s$ and $\phi_x$ be the potentials at the surface and at the sheet. Without surface charge the displacement is continuous there, so $\varepsilon(\phi_x-\phi_s)/x=C_g\phi_s$ and $\phi_x=\phi_s(1+C_gx/\varepsilon)$. Gauss's law at the sheet gives

$$q=\frac{\varepsilon\phi_x}{d-x}+C_g\phi_s=\phi_s\frac{\varepsilon+C_gd}{d-x},
\qquad \phi_s=\frac qC\left(1-\frac xd\right).$$

Buried charge has a reduced weight. If the retained primaries, a fraction $1-\eta$, stop at depth $r$, while the secondaries leave their positive charge at the surface, then

$$C\frac{dV}{dt}=J\left[\sigma-1+(1-\eta)\frac rd\right].$$

With a rough depth $r=0.2$ µm the extra term is $0.85\times0.2/500=3.4\times10^{-4}$. Dividing by $|\sigma'(E_2)|$ gives an upward shift of 1.7 eV.

**Q.** That is small, but then $\sigma$ is slightly below one at your steady potential. Charge is still accumulating.

**A.** Yes. The surface potential is steady while the charge distribution is not. Positive charge near the surface and negative charge below it form a growing double layer. Without recombination, an upper estimate of its field for an approach from above $E_2$ is $(1-\eta)Jt/\varepsilon$. After five relaxation times, 17.7 s, this is 0.42 MV/cm. Over 0.2 µm it corresponds to about 8 V. This field pushes electrons inside the layer towards the surface and may alter the yield. The model omits that effect, so the steady potential holds only as long as the yield curve is unchanged, and I have not tested how long that is.

The mean field across the plate is smaller. Even at $-3300$ V it is 0.066 MV/cm.

**Q.** What about the energy spread of the gun and the space charge?

**A.** For a standard deviation of 0.5 eV, averaging the yield moves either crossover by less than 0.001 eV. The space charge of 2 eV secondaries at the maximum yield, treated as uniform across the gap, changes the potential by only a few millivolts. Neither matters for the crossovers. At the cutoff the spread does have an effect: the faster electrons still land at $V=-E_0/e$ and drive the surface more negative. With a Gaussian spread and no leakage there is no fixed end point, only an ever slower drift. For the 80 eV gun the surface is near $-82$ V after 10 s and near $-82.6$ V after 1000 s.

**Q.** How far would you trust these potentials for a real carrier wafer?

**A.** I trust the stability of the second crossover and the instability of the first, under the stated conditions, more than the volts. Yields depend on the surface, and $E_2$ responds strongly. At high energy the condition $\delta=1-\eta$ gives $E_2\propto\delta_m^{1/(n-1)}=\delta_m^{3/2}$ at fixed $E_m$, $\eta$ and $n$. A peak yield 10 percent lower would reduce $E_2$ from 2810 to about 2400 eV and move the 3300 eV case from $-490$ to about $-900$ V. A peak yield more than about 11 percent higher would put $E_2$ above 3300 eV, and the same wafer would charge positively, but only until it locks close to the grounded collector. The range power matters even more: with $n=1.5$ instead of $5/3$ and the other inputs unchanged, $E_2$ would be about 4800 eV. The value of $E_1$ is uncertain too, because uniform energy loss and constant backscattering are crude at 70 eV.

The model describes a beam in vacuum, where electrons carry all the current. A weak, constant stray current $J_i$ of positive ions adds $+J_i$ to the balance, so the steady yield becomes $1-J_i/J$. If $J_i$ is 1 percent of $J$, the second crossover rises by about $0.01/(2.02\times10^{-4})=50$ eV, to first order. A processing plasma is outside the model: its ion current is typically larger than this beam current by several orders of magnitude, so the potentials found here do not apply. Heating matters because it lowers the resistivity; any change of the yield with temperature is left out here. The unstable state survives only above the limit for the gun energy in use, which is of the order of $10^{13}$ Ω cm for the 3300 eV case ($7.8\times10^{12}$ Ω cm with constant backscattering). The double layer also deserves attention, since its estimated field grows in proportion to the exposure. Without recombination or leakage through the layer, it would reach 5 MV/cm after about three and a half minutes. Many insulators break down at fields of this order, so the model should not be carried to such exposures.

## Calculated quantities

```
Plate thickness: 0.50 mm; collector gap: 20 mm
Relative permittivity: 4.0
Incident current density: 10.0 nA/cm2
Capacitance per area C: 7.128 pF/cm2
Gap share of C: 0.62 percent
Peak secondary yield: 2.50 at 400 eV
Backscattered fraction: 0.15; range power n: 1.6667
Shape constant z: 1.6188
Secondary energy parameter T: 2.0 eV
First crossover E1: 70.43 eV; second E2: 2809.9 eV
Yield slope at E1: 1.118e-02 per eV
Yield slope at E2: -2.017e-04 per eV
Growth rate at E1: 15.688 1/s
Growth time at E1: 63.7 ms
Rate at E2: -0.2829 1/s
Relaxation time at E2: 3.53 s
Electron count near 70 eV: offset 5 eV -> 8.73 eV; linear law 8.75 eV
Electron count near 70 eV: offset -5 eV -> -8.76 eV; linear law -8.75 eV
Electron count near 2810 eV: offset 150 eV -> 92.80 eV; linear law 90.60 eV
Electron count near 2810 eV: offset -150 eV -> -89.81 eV; linear law -90.60 eV
Gun 3300 eV, collector 0 V: final V = -490.1 V
  time to 90 percent of that potential: 8.60 s
  first-crossover potential for this gun: -3229.6 V
Gun 80 eV: first-crossover potential -9.57 V
  start -5 V: final V = 0.239 V
  start -15 V: final V = -80.00 V after 0.158 s
Gun 60 eV, start 0 V: final V = -60.00 V after 0.117 s
Gun 1500 eV, collector 0 V: final V = 0.836 V
Gun 1500 eV, collector 2000 V: start 12.42 V, final V = 1309.9 V
Plate resistivity: 1.0e+16 ohm cm
Leakage shift of 3300 eV final potential: 0.486 V
Resistivity below which E1 is stable at V=0: 1.79e+11 ohm cm
Implantation depth: 0.20 um
Depth shift of E2: 1.69 eV
Exposure of five relaxation times: 17.7 s
Upper estimate of implanted-layer field: 0.424 MV/cm
Largest plate field, V = -3300 V: 0.0660 MV/cm
Beam energy spread (standard deviation): 0.5 eV
Spread shift of E1: 3.6e-04 eV; of E2: 7.4e-05 eV
Space-charge potential of slow secondaries: 1.78 mV
```
